# Electron density at the centre of an undoped double-gate silicon film: a program that tests the result

```python
"""
Result under test: in an undoped symmetric double-gate silicon film with
classical Boltzmann electrons, the centre density n0 stays below
    n_max = 2 pi^2 eps kT / (q^2 t^2)
and follows from the sheet density N per gate through
    beta tan(beta) = A = q^2 N t / (4 eps kT),  n0 = n_max (2 beta/pi)^2.
Symbols: t film thickness, eps silicon permittivity, q elementary charge,
kT thermal energy.  The film carries 2N electrons per area in total.
Internal units: nm, V (or eV), densities in nm^-3 and nm^-2.
Boltzmann formulas are compared with numerical Poisson solutions; then
Fermi-Dirac and Schroedinger-Poisson models size the neglected effects.
"""
import numpy as np
from math import exp, gamma, log, pi
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

VOLUME = 1e21          # nm^-3 to cm^-3
SHEET = 1e14           # nm^-2 to cm^-2
EPS_SI, EPS_OX = 11.7, 3.9
Q_EPS = const.e / (EPS_SI * const.epsilon_0) * 1e9      # q/eps in V nm
HB2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # eV nm^2
M_LONG, M_TRANS = 0.916, 0.19
THICK, TEMP, OXIDE = 10.0, 300.0, 1.0
NI_ROUGH = 1e10 / VOLUME      # rough intrinsic density at 300 K
DOPING_ROUGH = 1e15 / VOLUME  # rough residual doping


def thermal_voltage(temp):
    return const.k * temp / const.e


VT = thermal_voltage(TEMP)


def ceiling(thick, temp):
    return 2 * pi**2 * thermal_voltage(temp) / (Q_EPS * thick**2)


def charge_parameter(sheet, thick, temp):
    return Q_EPS * sheet * thick / (4 * thermal_voltage(temp))


def boltzmann(sheet, thick=THICK, temp=TEMP):
    """Analytic beta, centre density and surface density."""
    a = charge_parameter(sheet, thick, temp)
    beta = brentq(lambda b: b * np.sin(b) - a * np.cos(b), 0, pi / 2,
                  xtol=1e-14)
    centre = ceiling(thick, temp) * (2 * beta / pi)**2
    return beta, centre, centre / np.cos(beta)**2


# ---- Numerical Poisson equation, integrated outward from the centre ----
def integrate_poisson(log_centre, thick, temp, slope_cap):
    """y = ln(n / 1 nm^-3) on s = 2x/t; stops if dy/ds reaches the cap."""
    strength = (thick / 2)**2 * Q_EPS / thermal_voltage(temp)

    def reached_cap(s, y):
        return y[1] - slope_cap
    reached_cap.terminal = True

    # The exponent limit only guards rejected trial steps from overflow.
    return solve_ivp(
        lambda s, y: [y[1], strength * exp(min(y[0], 50.0))],
        (0, 1), [log_centre, 0.0], method='DOP853',
        rtol=1e-10, atol=1e-11, events=reached_cap)


def match_charge(sheet, thick, temp):
    """Find the centre density whose surface field carries the charge."""
    target = Q_EPS * sheet * thick / (2 * thermal_voltage(temp))

    def mismatch(log_centre):
        sol = integrate_poisson(log_centre, thick, temp, 2 * target)
        return log(sol.y[1, -1] / target)

    average = 2 * sheet / thick       # the centre is below the average
    root = brentq(mismatch, log(1e-6 * average), log(average), xtol=1e-12)
    return exp(root), integrate_poisson(root, thick, temp, 2 * target)


sweep_sheets = np.geomspace(1e-3, 1.0, 7)
largest_error = 0.0
for thick, temp in ((THICK, TEMP), (20.0, 400.0)):
    matched = [match_charge(s, thick, temp) for s in sweep_sheets]
    centres = np.array([m[0] for m in matched])
    formula = np.array([boltzmann(s, thick, temp)[1] for s in sweep_sheets])
    error = np.max(np.abs(centres / formula - 1))
    largest_error = max(largest_error, error)
    assert error < 1e-5
    assert np.all(np.diff(centres) > 0)
    assert centres[-1] < ceiling(thick, temp)
    # Shortfall from the ceiling at the largest charge
    a = charge_parameter(sweep_sheets[-1], thick, temp)
    shortfall = 1 - centres[-1] / ceiling(thick, temp)
    assert abs(shortfall / (1 - (a / (1 + a))**2) - 1) < 2e-3
    # Whole density profile at 1e13 cm^-2 per gate
    sol = matched[4][1]
    beta, centre, _ = boltzmann(sweep_sheets[4], thick, temp)
    profile = np.log(centre / np.cos(beta * sol.t)**2)
    assert np.max(np.abs(profile - sol.y[0])) < 1e-5
    # Four times the ceiling: divergence halfway from centre to surface
    runaway = integrate_poisson(log(4 * ceiling(thick, temp)),
                                thick, temp, 1e6)
    assert abs(runaway.t[-1] - 0.5) < 1e-5
    if thick == THICK:
        numeric_strong = centres[-1]


# ---- Fermi-Dirac statistics without confinement ----
Y_GRID = np.arange(0, 11.5, 0.02)


def fermi(order, eta):
    """Normalized Fermi-Dirac integral, tending to exp(eta) when dilute."""
    eta = np.asarray(eta, dtype=float)
    values = Y_GRID**(2 * order + 1) * expit(eta[..., None] - Y_GRID**2)
    return 2 * 0.02 * values.sum(axis=-1) / gamma(order + 1)


MASS_DOS = (36 * M_LONG * M_TRANS**2)**(1 / 3)
N_BAND = 2 * (MASS_DOS * VT / (4 * pi * HB2M))**1.5
NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def distance(eta0, eta1, band):
    """Distance over which the reduced Fermi level rises eta0 to eta1."""
    span = eta1 - eta0
    pressure = fermi(1.5, eta0 + span * NODES**2) - fermi(1.5, eta0)
    slope = np.sqrt(2 * Q_EPS * band / VT * pressure)
    return np.sum(WEIGHTS * 2 * span * NODES / slope)


def fermi_centre(sheet, band=N_BAND):
    surface_term = (Q_EPS * sheet / VT)**2 / (2 * Q_EPS * band / VT)

    def mismatch(eta0):
        target = fermi(1.5, eta0) + surface_term
        eta1 = brentq(lambda e: float(fermi(1.5, e) - target),
                      eta0, eta0 + 80, xtol=1e-13)
        return distance(eta0, eta1, band) - THICK / 2

    return float(band * fermi(0.5, brentq(mismatch, -20, 6)))


def fermi_divergence(eta0):
    """Distance to divergence, with the degenerate power-law tail."""
    cut = 60.0
    scale = 2 * Q_EPS * N_BAND / VT * 8 / (15 * np.sqrt(pi))
    return distance(eta0, cut, N_BAND) + 4 * cut**-0.25 / np.sqrt(scale)


dilute = fermi_centre(0.1, 1e4 * N_BAND)
assert abs(dilute / boltzmann(0.1)[1] - 1) < 2e-3
eta_limit = brentq(lambda e: fermi_divergence(e) - THICK / 2, -10, 6)
fermi_ceiling = float(N_BAND * fermi(0.5, eta_limit))
assert fermi_centre(0.2) < fermi_centre(1.0) < fermi_ceiling
assert fermi_ceiling > ceiling(THICK, TEMP)


# ---- Schroedinger-Poisson with hard walls ----
def quantum_centre(sheet, valleys, points=201, states=20):
    """valleys: (degeneracy, confinement mass, in-plane density mass)."""
    step = THICK / (points + 1)
    middle = points // 2
    x = (np.arange(points) - middle) * step
    beta, _, _ = boltzmann(sheet)
    psi = -2 * VT * np.log(np.cos(2 * beta * x / THICK))
    for _ in range(500):
        levels, shapes, weights = [], [], []
        for degeneracy, mass, mass_plane in valleys:
            hop = HB2M / (mass * step**2)
            energy, wave = eigh_tridiagonal(
                2 * hop - psi, np.full(points - 1, -hop),
                select='i', select_range=(0, states - 1))
            levels.append(energy)
            shapes.append(wave**2 / step)
            weights.append(np.full(states, degeneracy * mass_plane * VT
                                   / (2 * pi * HB2M)))
        levels = np.concatenate(levels)
        shapes = np.hstack(shapes)
        weights = np.concatenate(weights)

        def occupation(level):
            return weights * np.logaddexp(0, (level - levels) / VT)

        bottom = levels.min()
        fermi_level = brentq(lambda e: occupation(e).sum() - 2 * sheet,
                             bottom - 1, bottom + 1, xtol=1e-13)
        density = shapes @ occupation(fermi_level)
        density = (density + density[::-1]) / 2
        half = np.append(density[middle:], 0.0)
        field = cumulative_trapezoid(half, dx=step, initial=0)
        right = Q_EPS * cumulative_trapezoid(field, dx=step, initial=0)[:-1]
        new_psi = np.concatenate((right[:0:-1], right))
        change = np.max(np.abs(new_psi - psi))
        if change < 1e-5:
            return density[middle], density.max(), abs(x[density.argmax()])
        psi = psi + 0.1 * (new_psi - psi)
    raise AssertionError("Schroedinger-Poisson iteration did not converge")


# Heavy dilute particles: classical film less a thermal layer at each wall
heavy = 100.0
wavelength = np.sqrt(4 * pi * HB2M / (heavy * VT))
heavy_centre = quantum_centre(0.01, [(1, heavy, 1000.0)], 301, 120)[0]
heavy_classical = boltzmann(0.01, THICK - wavelength / 2)[1]
assert abs(heavy_centre / heavy_classical - 1) < 0.03

SILICON = [(2, M_LONG, M_TRANS), (4, M_TRANS, np.sqrt(M_LONG * M_TRANS))]
n_max = ceiling(THICK, TEMP)

print(f"Film thickness: {THICK:.1f} nm; temperature: {TEMP:.0f} K")
print(f"Relative permittivity: silicon {EPS_SI}, oxide {EPS_OX}")
print(f"Oxide thickness: {OXIDE:.1f} nm")
print(f"Thermal voltage kT/q: {VT * 1e3:.3f} mV")
print(f"Boltzmann ceiling n_max: {n_max * VOLUME:.3e} cm^-3")
print(f"Ceiling at 400 K: {ceiling(THICK, 400) * VOLUME:.3e} cm^-3")
print(f"Ceiling at 20 nm, 300 K: {ceiling(20, TEMP) * VOLUME:.3e} cm^-3")
print(f"Largest relative error, Poisson check: {largest_error:.1e}")
print(f"Poisson n0/n_max at N=1e14 cm^-2: {numeric_strong / n_max:.5f}")
print(f"Masses / m_e: long. {M_LONG}, trans. {M_TRANS}, DOS {MASS_DOS:.3f}")
print(f"Effective band density Nc: {N_BAND * VOLUME:.3e} cm^-3")
print(f"Formal Fermi-Dirac ceiling: {fermi_ceiling * VOLUME:.3e} cm^-3")
print(f"Heavy-mass quantum/classical ratio: "
      f"{heavy_centre / heavy_classical:.4f}")

for sheet in (0.01, 0.03, 0.1, 0.2):
    beta, centre, surface = boltzmann(sheet)
    a = charge_parameter(sheet, THICK, TEMP)
    degenerate = fermi_centre(sheet)
    assert degenerate > centre
    quantum, peak, peak_x = quantum_centre(sheet, SILICON)
    oxide_field = Q_EPS * sheet * EPS_SI / EPS_OX      # V/nm
    gate = VT * np.log(surface / NI_ROUGH) + oxide_field * OXIDE
    print(f"N per gate = {sheet * SHEET:.0e} cm^-2:")
    print(f"  A = {a:.3f}, beta = {beta:.4f} rad, "
          f"n0/n_max = {centre / n_max:.4f}")
    print(f"  Boltzmann: centre {centre * VOLUME:.3e}, "
          f"surface {surface * VOLUME:.3e} cm^-3")
    print(f"  Boltzmann surface density / Nc: {surface / N_BAND:.2f}")
    print(f"  Fermi-Dirac centre: {degenerate * VOLUME:.3e} cm^-3")
    print(f"  Quantum centre: {quantum * VOLUME:.3e} cm^-3")
    print(f"  Quantum peak: {peak * VOLUME:.3e} cm^-3, "
          f"{THICK / 2 - peak_x:.2f} nm from wall")
    print(f"  Oxide field {oxide_field * 10:.2f} MV/cm, "
          f"gate voltage {gate:.3f} V")

centre = boltzmann(0.1)[1]
print(f"Rough intrinsic density used: {NI_ROUGH * VOLUME:.0e} cm^-3")
print(f"Centre holes at N=1e13 cm^-2: "
      f"{NI_ROUGH**2 / centre * VOLUME:.1f} cm^-3")
print(f"Rough doping {DOPING_ROUGH * VOLUME:.0e} cm^-3 / centre density: "
      f"{DOPING_ROUGH / centre:.1e}")
print("success")
```

Printed output:

```
Film thickness: 10.0 nm; temperature: 300 K
Relative permittivity: silicon 11.7, oxide 3.9
Oxide thickness: 1.0 nm
Thermal voltage kT/q: 25.852 mV
Boltzmann ceiling n_max: 3.299e+18 cm^-3
Ceiling at 400 K: 4.399e+18 cm^-3
Ceiling at 20 nm, 300 K: 8.249e+17 cm^-3
Largest relative error, Poisson check: 1.0e-11
Poisson n0/n_max at N=1e14 cm^-2: 0.98676
Masses / m_e: long. 0.916, trans. 0.19, DOS 1.060
Effective band density Nc: 2.738e+19 cm^-3
Formal Fermi-Dirac ceiling: 1.778e+19 cm^-3
Heavy-mass quantum/classical ratio: 0.9998
N per gate = 1e+12 cm^-2:
  A = 1.496, beta = 0.9873 rad, n0/n_max = 0.3951
  Boltzmann: centre 1.304e+18, surface 4.295e+18 cm^-3
  Boltzmann surface density / Nc: 0.16
  Fermi-Dirac centre: 1.315e+18 cm^-3
  Quantum centre: 2.490e+18 cm^-3
  Quantum peak: 2.543e+18 cm^-3, 3.12 nm from wall
  Oxide field 0.46 MV/cm, gate voltage 0.560 V
N per gate = 3e+12 cm^-2:
  A = 4.487, beta = 1.2907 rad, n0/n_max = 0.6752
  Boltzmann: centre 2.228e+18, surface 2.915e+19 cm^-3
  Boltzmann surface density / Nc: 1.06
  Fermi-Dirac centre: 2.333e+18 cm^-3
  Quantum centre: 4.914e+18 cm^-3
  Quantum peak: 9.095e+18 cm^-3, 1.53 nm from wall
  Oxide field 1.39 MV/cm, gate voltage 0.703 V
N per gate = 1e+13 cm^-2:
  A = 14.956, beta = 1.4726 rad, n0/n_max = 0.8789
  Boltzmann: centre 2.900e+18, surface 3.020e+20 cm^-3
  Boltzmann surface density / Nc: 11.03
  Fermi-Dirac centre: 3.408e+18 cm^-3
  Quantum centre: 7.015e+18 cm^-3
  Quantum peak: 4.997e+19 cm^-3, 0.99 nm from wall
  Oxide field 4.64 MV/cm, gate voltage 1.088 V
N per gate = 2e+13 cm^-2:
  A = 29.912, beta = 1.5200 rad, n0/n_max = 0.9364
  Boltzmann: centre 3.090e+18, surface 1.200e+21 cm^-3
  Boltzmann surface density / Nc: 43.81
  Fermi-Dirac centre: 4.017e+18 cm^-3
  Quantum centre: 7.663e+18 cm^-3
  Quantum peak: 1.315e+20 cm^-3, 0.79 nm from wall
  Oxide field 9.28 MV/cm, gate voltage 1.587 V
Rough intrinsic density used: 1e+10 cm^-3
Centre holes at N=1e13 cm^-2: 34.5 cm^-3
Rough doping 1e+15 cm^-3 / centre density: 3.4e-04
success
```
